# On-top pair density in the density-based basis-set correction for stretched H$_2$

**Q.** For the density-based basis-set correction I take the on-top pair density from the uniform electron gas. The correction repairs the electron–electron cusp, which is local, so a local model should serve everywhere. Is there a case where it does not?

**A.** Stretched H$_2$ is one. Take Hartree units, a finite basis $B$ with orthonormal real orbitals $\phi_p$, and the two-electron singlet $\Psi=\sum_{tu}C_{tu}\phi_t(\mathbf r_1)\phi_u(\mathbf r_2)$ from full configuration interaction (FCI), with density $n$. The exact correction is $\bar E=F[n]-F^B[n]$, where $F$ is the minimum of $\langle T+W\rangle$ over all singlets of density $n$, $W=1/r_{12}$, and $F^B$ restricts the search to $B$. The pair density is normalised to $N(N-1)=2$, so its on-top value is $n_2(\mathbf r)=2\Psi(\mathbf r,\mathbf r)^2$.

The basis is described by an effective interaction $W_B=f/(2\Psi^2)$ with $f=2\Psi\,P(\Psi/r_{12})$, where $P$ projects on products $\phi_p\phi_q$. Since $P\Psi=\Psi$, $\tfrac12\iint f=\langle W\rangle$. The interaction $\mathrm{erf}(\mu r)/r$ equals $2\mu/\sqrt\pi$ at $r=0$, and matching it to $W_B$ at coalescence defines $\mu(\mathbf r)=\tfrac{\sqrt\pi}{2}W_B(\mathbf r,\mathbf r)$. I evaluate $\mu$ with the restricted Hartree–Fock (RHF) state $\sigma(\mathbf r_1)\sigma(\mathbf r_2)$. With $\delta_B(\mathbf r,\mathbf r')=\sum_p\phi_p(\mathbf r)\phi_p(\mathbf r')$,

$$\mu(\mathbf r)=\frac{\sqrt\pi}{2\sigma(\mathbf r)^2}\iint\frac{\chi(\mathbf r_1)\chi(\mathbf r_2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2,\qquad \chi(\mathbf r')=\delta_B(\mathbf r,\mathbf r')\sigma(\mathbf r').$$

The numerator is a Coulomb self-energy, positive unless $\chi\equiv0$. As $\chi(\mathbf r)=\sigma\sum_p\phi_p^2$, $\mu$ is positive and finite wherever $\sigma\neq0$.

**Q.** Where does the on-top density enter?

**A.** The method's modelling assumption is that the basis acts like the interaction $W^\mu=\mathrm{erf}(\mu r_{12})/r_{12}$, so that $\bar E$ is approximated locally by $E^\mu=F-\langle\Psi^\mu|T+W|\Psi^\mu\rangle$, where $\Psi^\mu$ minimises $T+W^\mu$ at density $n$, with minimum $F^\mu$. At large $\mu$, $E^\mu$ is fixed by $n_2$.

The relative kinetic operator is $-\nabla_r^2$. For $r\sim1/\mu$ write the s-wave pair function as $\psi(0)[1+g(y)/\mu]$, with $y=\mu r$ and $\psi(0)$ the Coulomb value; the energy and smooth potentials contribute only at order $r^2\sim\mu^{-2}$. Then $\nabla^2(g/\mu)=\mathrm{erf}(\mu r)/r$, and $\nabla^2u=(ru)''/r$ turns this into $h''=\mathrm{erf}\,y$ for $h=yg$. Integrating twice,

$$h'=y\,\mathrm{erf}\,y+\frac{e^{-y^2}}{\sqrt\pi}+A,\qquad h=\Big(\frac{y^2}2+\frac14\Big)\mathrm{erf}\,y+\frac{y\,e^{-y^2}}{2\sqrt\pi}+Ay+A'.$$

Finite $g(0)$ requires $A'=0$. At large $y$, $g\to y/2+A+1/(4y)$, which must join the Coulomb cusp $1+r/2$. The perturbation $W-W^\mu=\mathrm{erfc}(\mu r)/r$ has volume integral $\pi/\mu^2$, so outside $r\sim1/\mu$ it changes the wave function only at order $\mu^{-2}$; a constant $A/\mu$ is therefore excluded and $A=0$. At small $y$, $\mathrm{erf}\,y\approx2y/\sqrt\pi$ gives $h\approx y/(2\sqrt\pi)+y/(2\sqrt\pi)$, so $g(0)=1/\sqrt\pi$. Squaring to first order, $n_2^\mu=n_2\,[1+2/(\sqrt\pi\mu)]$. The tail $1/(4\mu^2r)$, multiplied by $1/r$, sources a next term $u_2$ with $(ru_2)''=1/(4\mu^2r)$, so $u_2\simeq\ln r/(4\mu^2)$; cut off at $r\sim1/\mu$, it makes the relative corrections $O(\ln\mu/\mu)$. Treating the basis-set value $n_2^B$ as $n_2^\mu$, a second modelling assumption, gives the extrapolated on-top density

$$\tilde n_2=\frac{n_2^B}{1+2/(\sqrt\pi\mu)}.$$

For the energy, $E^\mu=(F-F^\mu)-\langle W-W^\mu\rangle$. The density constraint does not depend on $\mu$, so the Hellmann–Feynman theorem gives $dF^\mu/d\mu=\langle(2/\sqrt\pi)e^{-\mu^2r_{12}^2}\rangle$, and $F=F^\infty$. A short-range operator $w$ has the average $\tfrac12N_2\int4\pi r^2w\,(1+2g/\mu)\,dr$, with $N_2=\int n_2\,d\mathbf r$. The terms without $g$ cancel: $\int_\mu^\infty2\pi\mu'^{-3}d\mu'=\pi/\mu^2$ against $4\pi\int r\,\mathrm{erfc}(\mu r)\,dr=\pi/\mu^2$. The terms with $g$ are $a/\mu'^4$, which integrates to $a/(3\mu^3)$, and $b/\mu^3$:

$$E^\mu\to\frac{c\,N_2}{\mu^3},\quad c=\frac12\Big(\frac a3-b\Big),\quad a=16\sqrt\pi\!\int_0^\infty\! y\,e^{-y^2}h\,dy,\quad b=8\pi\!\int_0^\infty\!\mathrm{erfc}(y)\,h\,dy.$$

Use $\int_0^\infty e^{-2y^2}dy=\sqrt{\pi/8}$ and $\int_0^\infty y^2e^{-2y^2}dy=\tfrac14\sqrt{\pi/8}$. Integration by parts, with antiderivatives $-e^{-y^2}/2$ and $-(y^2+1)e^{-y^2}/2$, gives $K_1=\int ye^{-y^2}\mathrm{erf}\,y=\tfrac1{\sqrt\pi}\sqrt{\pi/8}=\tfrac1{2\sqrt2}$ and $K_3=\int y^3e^{-y^2}\mathrm{erf}\,y=\tfrac54K_1=\tfrac5{8\sqrt2}$. The integral in $a$ is $\tfrac12K_3+\tfrac14K_1+\tfrac1{16\sqrt2}=\tfrac{5+2+1}{16\sqrt2}=\tfrac1{2\sqrt2}$, so $a=4\sqrt{2\pi}=10.0265$.

For $b$, set $G=y^2/2+1/4-h$, which decays, with $G''=\mathrm{erfc}\,y$, $G'=y\,\mathrm{erfc}\,y-e^{-y^2}/\sqrt\pi$, $G(0)=\tfrac14$, $G'(0)=-1/\sqrt\pi$. By parts, $\int\mathrm{erfc}=1/\sqrt\pi$ and $\int y^2\mathrm{erfc}=1/(3\sqrt\pi)$, so $\int(y^2/2+1/4)\,\mathrm{erfc}=5/(12\sqrt\pi)$; also $\int GG''=-G(0)G'(0)-\int G'^2=1/(4\sqrt\pi)-\int G'^2$. Expanding the square, with $\int y^2\mathrm{erfc}^2=\tfrac4{3\sqrt\pi}\int y^3e^{-y^2}\mathrm{erfc}$ and $\int ye^{-y^2}=\int y^3e^{-y^2}=\tfrac12$,

$$\sqrt\pi\!\int G'^2=\tfrac43\big(\tfrac12-K_3\big)-2\big(\tfrac12-K_1\big)+\tfrac1{2\sqrt2}=-\tfrac13+\tfrac{-5+6+3}{6\sqrt2}=\tfrac{\sqrt2-1}3 .$$

Hence $\sqrt\pi\int\mathrm{erfc}\,h=\tfrac5{12}-\tfrac14+\tfrac{\sqrt2-1}3=\tfrac{2\sqrt2-1}6$ and $b=\tfrac43\sqrt\pi(2\sqrt2-1)=4.3211$. Then $c=\tfrac23\sqrt\pi\,(\sqrt2-2\sqrt2+1)=\tfrac23\sqrt\pi(1-\sqrt2)=-0.48945$.

The same steps hold at fixed external potential. For two electrons in a harmonic well with $\omega=1/2$, the radial equation $-u''+r^2u/16+wu=\epsilon u$, solved in a Legendre–Galerkin basis, gives at $\mu=64$ the values $\mu^3E^\mu/N_2=-0.477$ and $\mu(n_2^\mu/n_2-1)=1.111$. A least-squares fit over $\mu=12$ to $64$ in $1$, $\ln\mu/\mu$, $1/\mu$, $\ln\mu/\mu^2$, $1/\mu^2$ has intercepts $-0.4894$ and $1.1283$, where $2/\sqrt\pi=1.1284$.

At $\mu=0$, $\Psi^\mu$ is the Kohn–Sham determinant and $E^\mu$ the ordinary correlation energy, taken as PBE with energy per volume $e_c\le0$. The functional interpolates:

$$\bar E_X=\int e\,d\mathbf r,\qquad e=\frac{e_c}{1+e_c\mu^3/(c\,n_2^X)},\qquad\frac1e=\frac1{e_c}+\frac{\mu^3}{c\,n_2^X}.$$

Both terms of $1/e$ are negative, so $|e|\le\min(|e_c|,|c|n_2^X/\mu^3)$. The integrand vanishes with $n_2^X$, and is strictly negative where $e_c<0$, $n_2^X>0$ and $\mu<\infty$. Your choice, UEG, is $n_2^X=n^2(1-\zeta^2)g_0(r_s)$, with $r_s=(3/4\pi n)^{1/3}$, the true spin polarisation $\zeta$, zero for a singlet, and the Gori-Giorgi–Savin fit $g_0$, a positive function that starts at $1/2$ with slope $-0.366$. The alternative, OT, is $n_2^X=\tilde n_2$ with $e_c$ at $\zeta=0$.

**Q.** My evidence is that UEG works at equilibrium. Do you dispute that?

**A.** No. I diagonalised the Hamiltonian in the full singlet space and integrated on atom-centred Becke grids, dropping points with $n<10^{-10}$. At $R=1.4$ bohr the correlation energy $E_{\rm FCI}-E_{\rm RHF}$ is $-34.689$, $-39.374$ and $-40.337$ mEh in cc-pVDZ, cc-pVTZ and cc-pVQZ (DZ, TZ, QZ; the last by Davidson iteration). Assuming $E_c(X)=E_\infty+\alpha X^{-3}$ for $X=3,4$, the reference is $(64\times-40.337-27\times-39.374)/37=-41.04$ mEh. Relative to it the DZ error is $6.35$ mEh bare, $6.35-6.21=0.14$ with UEG and $6.35-4.95=1.40$ with OT; in TZ it is $1.67$, $-0.26$ and $0.15$. In DZ the gas value is the better one. The error of the reference is not determined here, so I would not rank the two TZ results.

**Q.** What should the correction be at dissociation? FCI in DZ is still above $-1$, so a negative correction looks welcome.

**A.** Two inequalities decide that. The search for $F$ includes that for $F^B$, so $\bar E\le0$. FCI minimises $T+W+V$ in $B$, and $\int vn$ is common to all states of density $n$, so $F^B[n]=\langle T+W\rangle_{\rm FCI}$. For any real two-electron $\Psi$, $n=2\int\Psi^2d\mathbf r_2$ and $\nabla n=4\int\Psi\nabla_1\Psi\,d\mathbf r_2$. The Cauchy–Schwarz inequality gives $|\nabla n|^2\le16\,(n/2)\int|\nabla_1\Psi|^2d\mathbf r_2$; dividing by $8n$ and integrating, $T_W[n]=\int|\nabla n|^2/8n\le\iint|\nabla_1\Psi|^2=T$. With $W\ge0$, $F\ge T_W$, and

$$0\ge\bar E\ge T_W[n]-\langle T+W\rangle_{\rm FCI}.$$

As $R\to\infty$ with one electron on each atom, the four inter-atomic Coulomb terms cancel at order $1/R$, and the lowest singlet tends to $(ab+ba)/\sqrt2$, with $a$, $b$ the hydrogen ground orbitals in the basis. Without overlap, $n=a^2+b^2$, and $T_W=\tfrac12\int|\nabla\sqrt n|^2=\tfrac12\int(|\nabla a|^2+|\nabla b|^2)=T$. Two separated spherical unit charges give $\langle W\rangle=1/R$. The lower bound tends to $-1/R$, so $\bar E\to0$. At $R=4000$ in DZ, $T_W=0.998579$ and $\langle T+W\rangle=0.998829$ Eh, a bound of $-0.250$ mEh, equal to $-1/R$.

The gap you noticed, $E_{\rm FCI}+1=1.443$ mEh, is twice the error of $E_{\rm H}=-0.499278$ Eh. It is the error of a one-electron orbital, hence of the density, and $\bar E$ is defined at fixed density. Even if you claimed all of it, the variational principle $E_{\rm exact}\le F[n]+\int vn+1/R=E_{\rm FCI}+\bar E$ forbids the corrected energy from falling below $E_{\rm exact}$, which tends to $-1$ at dissociation.

**Q.** And what do the two models give there?

**A.** The covalent state $(ab+ba)/\sqrt2$ alone has the on-top density $2(2ab/\sqrt2)^2=4a^2b^2$, which decays with the overlap of the atoms. Dispersion terms also place one function on each atom. Ionic terms place both electrons on one atom, but they are coupled to the covalent state only through products of functions on different atoms, so their amplitude vanishes with the overlap too. Near a nucleus they can outweigh the covalent part, so $4a^2b^2$ is not an estimate of $n_2^B$; what matters here is that every contribution vanishes, and $n_2^B\to0$. The density, however, stays atomic, $\zeta=0$, and $n^2g_0$ stays finite. The gas model sees half an up and half a down electron on each atom and lets them meet, whereas in $\Psi$, if one electron is on A the other is on B. The cusp is local, but its amplitude $\psi(0)$ is set by this left–right correlation, which is not.

It remains to show that $\mu$ stays finite. With $\sigma\to(\bar a+\bar b)/\sqrt2$, the RHF equation $(h+J[\sigma^2])\sigma=\varepsilon\sigma$ has, near A, $h=h_A-1/R$ and $J=\tfrac12J[\bar a^2]+1/(2R)$, up to fields of order $R^{-2}$. Constants only shift $\varepsilon$, so $(h_A+\tfrac12J[\bar a^2])\bar a=\bar\varepsilon\bar a$. Near A only A-centred functions contribute to $\delta_B$, so $\chi\to\delta_A\bar a/\sqrt2$ and $\sigma^2\to\bar a^2/2$. The halves cancel, leaving a one-centre $\mu_\infty(r)$, positive and finite where $\bar a\ne0$. Therefore

$$\bar E_{\rm UEG}(\infty)=2\int e\big(n=a^2,\ \zeta=0,\ \mu_\infty\big)\,d\mathbf r<0 .$$

Radial Gauss–Legendre quadrature gives $-3.139$ mEh ($-1.97$ kcal/mol) in DZ and $-0.951$ mEh ($-0.60$ kcal/mol) in TZ, the same as the molecular integrals at $R=4000$. Both lie below the bound $-0.250$ mEh, and the corrected energies lie below $-1$: by $1.443-3.139=-1.70$ mEh in DZ and $0.380-0.951=-0.57$ mEh in TZ.

For OT, draw a sphere of fixed radius about each nucleus. Outside, $|e|\le|e_c|$, whose integral is made arbitrarily small by a large radius. Inside, $|e|\le|c|\tilde n_2/\mu^3\to0$ at almost every point since $\mu_\infty>0$, and $|e_c|$ dominates, so the integral vanishes by dominated convergence. Thus $\bar E_{\rm OT}\to0$.

One point shows the arithmetic: DZ, $R=8$, 1 bohr from a nucleus perpendicular to the axis. There $n=0.04290$, $r_s=1.772$, $g_0=0.1636$, $\mu=1.4079$, $\mu^3=2.791$, $e_c=-8.465\times10^{-4}$. UEG has $n^2g_0=3.011\times10^{-4}$, so $cn_2/\mu^3=-5.28\times10^{-5}$, $1/e=-1181-18940$ and $e=-4.97\times10^{-5}$ Eh/bohr$^3$. FCI has $n_2^B=9.728\times10^{-9}$; dividing by $1+1.1284/1.4079=1.8015$ gives $\tilde n_2=5.400\times10^{-9}$ and $e\approx c\tilde n_2/\mu^3=-9.47\times10^{-10}$, smaller by a factor $5\times10^4$. Along the DZ curve, in mEh (the entries smaller than $10^{-2}$ mEh are uncertain in their last digit through the integration grid):

| $R$/bohr | UEG | OT | raw | UEG($\tilde\zeta$) |
|---|---|---|---|---|
| 1.4 | $-6.21$ | $-4.95$ | $-8.27$ | $-4.06$ |
| 3 | $-3.50$ | $-2.01$ | $-3.79$ | $-1.31$ |
| 5 | $-3.15$ | $-0.390$ | $-0.783$ | $-0.188$ |
| 8 | $-3.13$ | $-3.3\times10^{-3}$ | $-9.3\times10^{-3}$ | $-5.3\times10^{-4}$ |
| 12 | $-3.14$ | $-2.8\times10^{-7}$ | $-1.0\times10^{-6}$ | $-7.4\times10^{-8}$ |

From $R=1.4$ to $12$, $\int\tilde n_2$ falls from $2.8\times10^{-2}$ to $1.1\times10^{-10}$ bohr$^{-3}$, while $\int n^2g_0$ goes from $3.8\times10^{-2}$ to $1.5\times10^{-2}$.

**Q.** So the extrapolation is what cures it?

**A.** No. The extrapolation multiplies $n_2^B$ by a number between 0 and 1. The column "raw" uses $n_2^B$ itself and vanishes by the same argument. The factor matters where $n_2^B$ is sizeable: at $R=1.4$ the raw value overshoots the reference by $1.92$ mEh in DZ and $0.67$ mEh in TZ. The last column keeps the gas formula but uses, there and in $e_c$, the effective polarisation $\tilde\zeta^2=1-2n_2^B/n^2$, set to zero if negative. Then $n^2(1-\tilde\zeta^2)g_0\le2n_2^Bg_0$, with equality unless that cut applies, so it also vanishes, because the wave-function on-top density has been imported. The fault lies in building $n_2$ from $n$ and the true $\zeta$ alone.

**Q.** A constant shift might cancel in energy differences.

**A.** It does not cancel against the atoms. An isolated atom has $\zeta=1$, so $n_2^{\rm UEG}=0$ and its correction is zero; the limit above is the size-consistency error. The $M_S=1$ triplet $(ab-ba)/\sqrt2$ also has $\zeta=1$ and no correction, although at dissociation it shares the density and energy of the singlet. In DZ the FCI binding energy at $R=1.4$ is $-0.998557+1.163399=164.84$ mEh. UEG gives $164.84+6.21=171.05$ mEh from isolated atoms but $171.05-3.14=167.91$ mEh from the stretched molecule. OT gives $164.84+4.95=169.79$ mEh by either route. These values still carry the one-electron basis error, so they show consistency, not accuracy. The spurious term shrinks from DZ to TZ; its integrand is bounded by $|c|n^2g_0/\mu^3$, which falls as the basis raises $\mu$. The DZ/TZ ratio is $3.139/0.951=3.3$, near $(1.474/1.004)^3=3.2$ from the density-weighted means of $\mu_\infty$, a rough comparison since $\mu_\infty$ varies with $r$ and the cap by $|e_c|$ lowers the DZ value more than the TZ one.

**Q.** Take $\mu$ from the correlated wave function instead. By convention $W_B=\infty$ where $n_2=0$, which should switch UEG off.

**A.** The convention acts only at an exact zero. At finite $R$, $W_B(\mathbf r,\mathbf r)=P(\Psi/r_{12})(\mathbf r,\mathbf r)/\Psi(\mathbf r,\mathbf r)$ is a ratio of two quantities that both decay with the overlap, and the positivity argument, which needed the product $\sigma\sigma$, is lost. I set $\mu=\infty$ wherever the ratio is not positive and finite. UEG then gives $-3.81$ and roughly $-4$ mEh at $R=8$ and $12$ in DZ, and $-0.67$ and $-0.93$ mEh in TZ. At $R=12$ the ratio is negative in part of each atom, and the integrand jumps where the numerator changes sign, so the DZ value there depends on the integration grid in its first decimal. It has not switched off at these distances, nor settled, and I have not derived its limit. OT with the same $\mu$ gives about $-2\times10^{-6}$ mEh at $R=12$ in TZ. In DZ no value is established: as the numerator approaches zero from the side where the ratio is positive, $\mu\to0$ and $\tilde n_2\propto\mu$, so $\mu^3/(c\tilde n_2)\to0$ and $e\to e_c$ in a thin shell that the grid does not resolve.

**Q.** Is OT then exact in the stretched region?

**A.** Only its limit is shown to be right. OT follows the overlap. A dispersion energy falls as a power of $1/R$, and I conjecture that the part of it missing from $B$ makes the exact $\bar E$ decay more slowly than OT; the lower bound $T_W-\langle T+W\rangle$, which tends to $-1/R$, allows this and fixes no value at finite $R$. OT also needs a wave function that contains the left–right correlation. For RHF itself $n_2^B=2\sigma^4=n^2/2$, which stays finite on each atom, and the spurious correction returns.

Numerical values quoted here were computed with a short program.
